\section*{Hopping conductance of a random donor network and its percolation threshold}

\section{Definitions and conventions}

Donors sit at independent random points with mean density $n$. The unit of length is $d=n^{-1/3}$, so the density is 1 in these units. A donor state decays as $e^{-R/a}$ with distance $R$, and its square sets the hopping rate. With $r=R/d$ and
\begin{equation}
\lambda=\frac{2d}{a},
\end{equation}
the rate between donors $i$ and $j$ at zero bias is $\Gamma_{ij}=\Gamma_0e^{-2R_{ij}/a}=\Gamma_0e^{-\lambda r_{ij}}$. A large $\lambda$ means a dilute system.

A fraction $f$ of the donors is occupied, and no donor holds two electrons. All donor levels are equal, the envelope is isotropic, and $\Gamma_0$ is the same for every pair. Powers of $r$ in the overlap are dropped. Electrons interact only through the exclusion of double occupancy. The model thus isolates the effect of random positions.

The sample is a cube of side $L$, periodic across the current. At each end a slab of thickness 1, also filled with random donors, serves as an electrode: its donors are held at one common potential. The left electrode has potential 1 and the right one 0. The conductance $G$ is given in units of
\begin{equation}
G_0=\frac{e^2}{kT}f(1-f)\Gamma_0 ,
\end{equation}
and its local exponent is
\begin{equation}
s(\lambda)=-\frac{d\ln G}{d\lambda}.
\end{equation}
The positions in units of $d$ are kept fixed in this derivative. The question is how $s$ compares with the bond length at which the donors first form a connected path.

\section{Why hops may be replaced by resistors}

Let $u_i$ be the electron's potential energy at donor $i$ under a small bias. The rates $\Gamma_{ij}e^{(u_i-u_j)/2kT}$ for $i\to j$ and $\Gamma_{ij}e^{-(u_i-u_j)/2kT}$ for $j\to i$ obey detailed balance. With $n_i=0$ or 1, the mean particle current is
\begin{align}
J_{ij}=\Gamma_{ij}\big[&e^{(u_i-u_j)/2kT}\langle n_i(1-n_j)\rangle\nonumber\\
&-e^{-(u_i-u_j)/2kT}\langle n_j(1-n_i)\rangle\big].
\end{align}
At zero bias each donor is occupied independently with probability $f$. This state is stationary, because forward and backward hops have equal rates and exchanging two occupations leaves its probability unchanged. Both averages are then $f(1-f)$.

To first order in the bias, the two exponentials contribute $f(1-f)(u_i-u_j)/kT$. The changed averages contribute
\begin{equation}
\langle n_i(1-n_j)\rangle-\langle n_j(1-n_i)\rangle
=\langle n_i\rangle-\langle n_j\rangle ,
\end{equation}
since the pair term $\langle n_in_j\rangle$ cancels. Writing $\langle n_i\rangle=f+\delta n_i$ and
\begin{equation}
v_i=u_i+\frac{kT\,\delta n_i}{f(1-f)}
\end{equation}
gives
\begin{equation}
J_{ij}=\frac{f(1-f)\Gamma_{ij}}{kT}(v_i-v_j).
\end{equation}

An electrode of electrochemical energy $\mu$ injects into an empty donor at the rate $\Gamma f e^{(\mu-u_i)/2kT}$ and removes an electron at the rate $\Gamma(1-f)e^{-(\mu-u_i)/2kT}$. The linear current into the donor is
\begin{align}
J&=\Gamma\left[\frac{f(1-f)(\mu-u_i)}{kT}
+f(1-f-\delta n_i)-(1-f)(f+\delta n_i)\right]\nonumber\\
&=\Gamma\left[\frac{f(1-f)(\mu-u_i)}{kT}-\delta n_i\right]
=\frac{f(1-f)\Gamma}{kT}(\mu-v_i),
\end{align}
which is the same law. For charge $-e$ we set $v_i=-eV_i$, and the electric current is $-eJ_{ij}$. The two minus signs cancel, leaving a resistor of conductance $G_0e^{-\lambda r_{ij}}$.

No mean-field factorization was used: for equal levels the network is the exact linear response of this exclusion model. As an illustration, take four donors with $f=0.3$ and random rates between them and to two electrodes. Solving the master equation for all $2^4$ occupations at two small opposite biases gives a conductance of 0.3456675 in units of $e^2/kT$ times the unit of rate. The resistor network gives the same seven digits. With unequal levels, forward and backward rates differ already at zero bias, the pair term survives, and a resistor network needs an approximation.

\section{The naive scheme: average the bonds}

It is tempting to assume a uniform field, $V=1-x/L$, and add the power dissipated in all bonds. The expected number of pairs with separation in $d^3r$ is $\tfrac12L^3d^3r$, apart from end effects; the half avoids counting a pair twice. The squared potential drop is $(\Delta x)^2/L^2$, whose angular average is $r^2/(3L^2)$. Hence
\begin{align}
\frac{G_{\rm uniform}}{G_0}
&=\frac{L^3}{2}\int_0^\infty4\pi r^2\,\frac{r^2}{3L^2}\,e^{-\lambda r}\,dr\nonumber\\
&=\frac{2\pi L}{3}\int_0^\infty r^4e^{-\lambda r}dr
=\frac{2\pi L}{3}\,\frac{24}{\lambda^5}
=\frac{16\pi L}{\lambda^5}.
\end{align}
There is no exponential left. The local exponent is $5/\lambda$, or 0.25 at $\lambda=20$, whereas the network solved below gives 0.90.

The integrand peaks at $r=4/\lambda$, so the average is ruled by close pairs. A close pair conducts well internally, but the current must still leave it through longer bonds. The uniform field puts a voltage across the pair that the real network would remove. The potentials must therefore be solved for.

\section{The Kirchhoff problem and its exponent}

Let $g_{ij}=e^{-\lambda r_{ij}}$. At every inner donor the currents balance:
\begin{equation}
\sum_jg_{ij}(V_i-V_j)=0 .
\label{node}
\end{equation}
Multiply the net outflow of each node by $V_i$ and sum over all nodes, electrodes included. Inner nodes give zero, the right electrode has $V=0$, and the left one gives the total current, which equals $G/G_0$ at unit voltage. Each bond appears twice, as $g_{ij}V_i(V_i-V_j)+g_{ij}V_j(V_j-V_i)$, so
\begin{equation}
\frac{G}{G_0}=\sum_{\rm bonds}P_{ij},\qquad P_{ij}=g_{ij}(V_i-V_j)^2 .
\label{power}
\end{equation}

Now replace $V$ by $V+\eta$, with $\eta=0$ on the electrodes. The power becomes
\begin{align}
\sum_{\rm bonds}g_{ij}(V_i+\eta_i-V_j-\eta_j)^2
={}&\frac{G}{G_0}+2\sum_i\eta_i\sum_jg_{ij}(V_i-V_j)\nonumber\\
&+\sum_{\rm bonds}g_{ij}(\eta_i-\eta_j)^2 .
\end{align}
The middle term vanishes by \eqref{node}, and the last is not negative. The true potentials minimize the power. Three consequences shape the scheme.

First, the uniform field gives an upper bound, which explains the direction of its error. Second, raising any $g_{ij}$ lowers the power of no trial potential, and hence cannot lower the minimum. This is Rayleigh monotonicity: adding or strengthening a bond never reduces $G$.

Third, the response of the potentials does not enter the first derivative of $G$, so $\partial(G/G_0)/\partial g_{ij}=(V_i-V_j)^2$. Since $dg_{ij}/d\lambda=-r_{ij}g_{ij}$,
\begin{equation}
s=-\frac{G_0}{G}\sum_{\rm bonds}(V_i-V_j)^2\frac{dg_{ij}}{d\lambda}
=\frac{\sum P_{ij}r_{ij}}{\sum P_{ij}} .
\label{slope}
\end{equation}
The exponent is the mean bond length weighted by dissipated power. One solve supplies both $G$ and its slope, without differencing two conductances.

\section{What goes wrong in a direct solve}

Keeping every pair makes the matrix dense and fills it with negligible entries. A fixed length cutoff is also poor: the useful range of lengths shrinks as $\lambda$ grows. The cutoff should refer to the bond that limits the current, so that bond must be found first.

Sort the bonds by length and add them one at a time. A union-find structure records which donors are already connected. The length of the bond that first joins the electrodes is the sample's threshold $r_c$. Then use
\begin{equation}
\hat g_{ij}=e^{-\lambda(r_{ij}-r_c)},\qquad
\hat G=\frac{G}{G_0}e^{\lambda r_c},
\end{equation}
and drop bonds with $\hat g_{ij}<e^{-8}$, that is, with $r_{ij}>r_c+8/\lambda$. The common scale prevents underflow; the cutoff makes the matrix sparse. In one sample of side 11 at $\lambda=10$, moving the cutoff from $e^{-8}$ to $e^{-11}$ raises $\ln G$ by 0.003 and $s$ by 0.002. Keeping all bonds raises them by about 0.004 and 0.003 on average, so at $\lambda=10$ the cutoff bias in $s$ is as large as the statistical error quoted below for $L=11$.

Dropping bonds can isolate a donor or a small cluster. Its potential is then undefined and the matrix is singular. Such pieces carry no current and are removed. For the remaining nodes, $\sum\hat g_{ij}(\eta_i-\eta_j)^2=0$ forces $\eta$ to be constant along each connected path to an electrode, where $\eta=0$. The matrix is therefore positive definite, and a sparse factorization solves it.

The ratio of the strongest to the weakest retained conductance is at most $e^{\lambda r_c+8}$. For $\lambda=20$ and $r_c\approx0.87$ this is about $e^{25}$, within the sixteen digits of double precision. At much larger $\lambda$ rounding becomes a problem. Donors joined by very strong bonds can then be merged into one node, which by Rayleigh monotonicity gives an upper bound on $G$.

\section{What the threshold fixes}

At $r_c$ some path joins the electrodes through $M$ bonds, none longer than $r_c$. Delete everything else. The conductance cannot rise, and the remaining series resistance is at most $M$ in scaled units. Thus $\hat G\ge1/M$.

For the other side, collect all nodes connected to the left electrode by bonds shorter than $r_c$. The right electrode is not among them. Every bond leaving this set has $r\ge r_c$, and hence $\hat g\le1$. Make all connections within the set, and all those outside it, perfect. The conductance cannot fall, and it becomes the sum over the $C$ bonds that cross. Together,
\begin{equation}
\frac1M\le\hat G\le C ,
\end{equation}
or, after taking logarithms and dividing by $\lambda$,
\begin{equation}
r_c-\frac{\ln C}{\lambda}\le-\frac{\ln(G/G_0)}{\lambda}
\le r_c+\frac{\ln M}{\lambda}.
\label{sandwich}
\end{equation}
For a fixed finite sample $M$ and $C$ can be held fixed as $\lambda\to\infty$, so the exponent tends to $r_c$.

The local exponent has the same limit when all bond lengths differ. The path then has one bond of length $r_c$ and otherwise shorter ones, so its scaled resistance tends to 1. The cut likewise has one bond with $\hat g=1$, and the others vanish. Hence $\hat G\to1$. A bond longer than $r_c$ dissipates at most $\hat g$, which tends to zero. A shorter bond carries no more than the total current, because all current crossing a given potential level flows towards lower potential. Its power is therefore at most $\hat G^2/\hat g$, which also tends to zero. All the power collects in the critical bond, and \eqref{slope} gives $s\to r_c$.

This is not the limit of an infinite sample at fixed $\lambda$. A larger sample offers many nearly critical bonds in series and in parallel, and one bond need not dominate. Since
\begin{equation}
s-r_c=-\frac{d\ln\hat G}{d\lambda},
\end{equation}
the gap measures how the prefactor of $e^{-\lambda r_c}$ varies. If, for example, that prefactor were proportional to $\lambda^{-y}$, the gap would be $y/\lambda$.

\section{Reading the computed exponents}

The table gives means over 16 samples with $L=7$ and 12 with $L=11$. The thresholds are $r_c=0.889\pm0.007$ and $0.869\pm0.009$, respectively. Errors are standard errors of the mean, and each gap uses the threshold of its own sample.

\begin{center}
\begin{tabular}{cccc}
$L$ & $\lambda$ & $s$ & $s-r_c$\\
7 & 10 & $0.968\pm0.008$ & $0.079\pm0.005$\\
7 & 15 & $0.922\pm0.008$ & $0.033\pm0.004$\\
7 & 20 & $0.907\pm0.007$ & $0.018\pm0.003$\\
11 & 10 & $0.972\pm0.003$ & $0.103\pm0.008$\\
11 & 15 & $0.923\pm0.004$ & $0.054\pm0.007$\\
11 & 20 & $0.903\pm0.005$ & $0.034\pm0.006$
\end{tabular}
\end{center}

The mean gap closes as $\lambda$ grows; in a single sample it need not be monotonic or positive. The $L=7$ entries rest on few samples, and their threshold happens to lie high: 100 samples with $L=7$ give $r_c=0.873\pm0.004$, $s=0.964$, 0.914 and 0.896 (errors about 0.004), and gaps of 0.091, 0.042 and 0.024. The difference between the two thresholds above is thus sampling scatter. The gap is smaller in the smaller samples, but by less than the table suggests, and $s$ at $L=7$ may lie about 0.01 below its value at $L=11$. At $\lambda=20$, samples with $L=18$ give $s=0.903\pm0.002$, in agreement with $L=11$.

Ten larger samples, with $L=30$, need only the union-find search and give $r_c=0.865\pm0.003$. A sphere of this radius contains on average $4\pi r_c^3/3=2.71$ other donors. This is a finite-sample estimate, not an extrapolated threshold. Relative to it, $s$ for $L=11$ is 12\% high at $\lambda=10$ and 4\% high at $\lambda=20$. The products $\lambda(s-0.865)$ are 1.07, 0.87 and 0.76 at the three values of $\lambda$. They are not constant, so these data do not establish a single power law for the prefactor. They do not separate finite-size effects from a slow approach to an asymptotic law.

The ratio $-\ln(G/G_0)/\lambda$ is a different estimate. For $L=11$ and $\lambda=20$, the mean of $\ln(G/G_0)$ is $-16.88$, so the ratio is 0.844. It lies below $r_c$ although $s$ lies above it. There is no conflict: the mean of $\ln\hat G$ is $20(0.8689)-16.877=0.50$, so the typical sample conducts better than one critical bond, but this advantage shrinks as $\lambda$ rises. At $\lambda=10$ the same quantity is $8.689-7.593=1.10$. The bounds \eqref{sandwich} are much looser: with the mean values $M=33$ and $C=519$ at $\lambda=20$, where $C$ counts only the bonds kept by the cutoff, they allow deviations of about 0.17 above and 0.31 below $r_c$.

Changing selected bonds shows which ones limit the current. At $\lambda=20$ and $L=11$, removing all bonds longer than $r_c+0.1$ multiplies the typical conductance by 0.67. Making all bonds shorter than $r_c-0.1$ nearly perfect, with $\hat g\ge e^{12}$, multiplies it by 1.12. Here ``typical'' means the exponential of the mean logarithm; with 12 samples each factor has a sampling error of about 3\%. Either change alters the conductance only by a factor of order one, although the individual conductances span many powers of ten.

\section{A dilution by a factor of eight}

Take $a=40$ bohr and compare $d=200$ bohr with $d=400$ bohr. The densities are $8.44\times10^{17}$ and $1.05\times10^{17}\ \mathrm{cm^{-3}}$. From $\lambda=2d/a$ we get 10 and 20, and the threshold length $0.865d$ is 173 and 346 bohr.

A cube of physical side $Ld$ has resistivity $\rho=Ld/G$. At fixed $G_0$ and $L=11$, the ratio of typical resistivities is
\begin{align}
\frac{\rho(400)}{\rho(200)}
&=\frac{400}{200}\exp[-7.593-(-16.877)]\nonumber\\
&=2e^{9.284}\approx2.2\times10^4 .
\end{align}
The bare percolation estimate keeps only the critical exponential:
\begin{equation}
e^{(20-10)(0.8648)}\approx5.7\times10^3 .
\end{equation}
It is low by a factor of about 3.8. The sampling error is about 5\% in the computed ratio and 3\% in the bare estimate. A factor of 2 comes from the length $d$ in the resistivity. The remaining 1.9 comes from the exponent: its mean between $\lambda=10$ and 20 is $9.284/10=0.928$, and 0.8648 is 7\% lower. The difference is multiplied by the change of 10 in $\lambda$, which gives $e^{0.636}\approx1.9$.

This comparison holds for purely exponential rates. If the overlap also contains a factor $R/a$, the rate gains $(R/a)^2$. At a fixed length in units of $d$ this factor is four times larger at $d=400$ bohr than at 200 bohr, but the bonds that carry the power are somewhat shorter in units of $d$ at the lower density. The resistivity ratio falls by about $4(0.903/0.972)^2\approx3.5$. The dropped powers of $r$ thus matter nearly as much as the correction of 3.8, and act against it.

Fixed $G_0$ means the same temperature, occupied fraction and $\Gamma_0$ at both densities. In a compensated crystal, charged donors and acceptors spread the donor levels. The equal-level model needs that spread to be small compared with $kT$; otherwise the hops acquire activation energies, which may themselves depend on density. For hydrogenic donors this condition is hard to meet. In a medium of dielectric constant $\kappa$ the binding energy is $e^2/(2\kappa a)$ in Gaussian units, and the Coulomb energy at distance $d$, which sets the scale of the spread, is $e^2/(\kappa d)$. The ratio of the Coulomb energy to the binding energy is $2a/d=4/\lambda$, or 0.4 and 0.2 in the example. A temperature with $kT$ well above the spread would free many of the electrons into the band. The example therefore shows the effect of random positions alone and does not predict the resistivity of such a crystal.

If a resistor description with $g_{ij}=e^{-\xi_{ij}}$ is adopted for unequal levels, the same search can sort bonds by $\xi_{ij}$ instead of length. The path and cut bounds still hold, since they use only the order of the conductances. At small $\lambda$ the donor states overlap strongly, and the starting assumption of separate, incoherent hops fails. The usual Mott estimate $n^{1/3}a\approx0.25$ places the metal-insulator transition near $\lambda=8$. The denser case of the example, at $\lambda=10$, has about half that critical density and so lies near the edge of the model's range.
